# When a facet at a convex crystal corner grows or vanishes

In a model silicon stripe grown through a mask opening 1000 nm wide, the {113} facets grow outward at a constant 60 nm/min. During the first 7.0 min each lengthens from nothing to 293 nm. It then shrinks, and at 14.9 min it is gone. No growth speed has changed. What has changed is a neighbour, and the fate of a facet depends on its neighbours as much as on its own speed.

## Setting and result

Consider a long stripe and work in its cross-section. Three flat facets, 1, m and 2, follow one another on a convex crystal. The outward normal of m makes the angle $p$ with that of facet 1 and the angle $q$ with that of facet 2, on opposite sides, with $0<p,q<\pi$. The facets move along their outward normals at constant positive speeds $v_1$, $v$ and $v_2$. The length $L$ of facet m in the cross-section then changes at the rate

$$\frac{dL}{dt}=\frac{v_1-v\cos p}{\sin p}+\frac{v_2-v\cos q}{\sin q}. \qquad (1)$$

If $p+q<\pi$, the sign of this rate is decided by the critical speed

$$v_c=\frac{v_1\sin q+v_2\sin p}{\sin(p+q)}. \qquad (2)$$

The facet lengthens for $v<v_c$ and keeps its length for $v=v_c$. For $v>v_c$ it vanishes after a finite time. A facet of finite length therefore persists at equality too, while growth from a vanishing length needs $v<v_c$. Both statements hold as long as facets 1 and 2 remain its neighbours.

## First derivation: moving lines

Put the $x$ axis along facet m at $t=0$ and the $y$ axis along its outward normal. The three normals are

$$\mathbf n_1=(-\sin p,\cos p),\quad \mathbf n=(0,1),\quad \mathbf n_2=(\sin q,\cos q).$$

A facet with normal $\mathbf n_i$ lies on the line $\mathbf n_i\cdot\mathbf r=h_i+v_it$, where $h_i$ is its starting distance from the origin. Facet m lies on $y=vt$. Its left end also lies on facet 1, so

$$-x_L\sin p+vt\cos p=h_1+v_1t,\qquad x_L=-\frac{h_1+(v_1-v\cos p)t}{\sin p}.$$

Its right end also lies on facet 2, so

$$x_R\sin q+vt\cos q=h_2+v_2t,\qquad x_R=\frac{h_2+(v_2-v\cos q)t}{\sin q}.$$

The length is $L=x_R-x_L$, and its time derivative is equation (1). Each neighbour lengthens m by advancing. The advance of m itself shortens it at an end where the angle is below $\pi/2$, because the neighbours lean inward there.

Over a common denominator,

$$\frac{dL}{dt}=\frac{v_1\sin q+v_2\sin p-v(\cos p\sin q+\cos q\sin p)}{\sin p\,\sin q}.$$

The bracket equals $\sin(p+q)$. For $p+q<\pi$ this sine is positive and can be taken out as a factor:

$$\frac{dL}{dt}=(v_c-v)\,\frac{\sin(p+q)}{\sin p\,\sin q}. \qquad (3)$$

The factor after $v_c-v$ is positive, which gives the three cases. For $v>v_c$, a facet of initial length $L_0$ lives for $L_0/|dL/dt|$.

If $p+q\ge\pi$, then $-v\sin(p+q)\ge0$. Every term in the numerator is non-negative and the first two are positive, so the facet lengthens at any positive speed. Facets 1 and 2 then do not meet on the outer side of m, and there is no corner into which m could disappear.

The critical speed has a direct meaning. Remove m and let facets 1 and 2 meet in a bare corner. The corner stays on both lines, so its velocity $\mathbf w$ obeys $\mathbf w\cdot\mathbf n_1=v_1$ and $\mathbf w\cdot\mathbf n_2=v_2$. The normals are related by

$$\mathbf n=\frac{\sin q\,\mathbf n_1+\sin p\,\mathbf n_2}{\sin(p+q)}.$$

The $x$ components on the right cancel, and the $y$ components add up to one. Taking the product with $\mathbf w$ gives $\mathbf w\cdot\mathbf n=v_c$. The facet lengthens if it is slower than the bare corner, measured along the facet normal. A slower facet is left behind and cuts the corner off ever more deeply; a faster one overtakes the corner.

Two limits show how the criterion works. For equal neighbours, $v_1=v_2$ and $p=q$, equation (2) gives $v_c=v_1/\cos p$, so a facet somewhat faster than its neighbours can still lengthen. For $p\to0$ at fixed $q$, $v_c\to v_1$: a facet almost parallel to facet 1 has to be compared with that facet alone.

## Second derivation: moving steps

The second route follows the slope of the surface and does not place the facet by hand. Take $p+q<\pi$ and describe the surface by its height $y(x,t)$ above a fixed base line. Let the facet normals make angles $\theta_1$, $\theta_m=\theta_1+p$ and $\theta_2=\theta_m+q$ with the vertical, counted towards $+x$. The base line can be chosen so that all three lie between $-\pi/2$ and $\pi/2$. A facet at angle $\theta_i$ has slope $s_i=-\tan\theta_i$, so $s_1>s_m>s_2$. Its height at fixed $x$ rises at $H_i=v_i/\cos\theta_i$, with $v_m=v$.

A surface with slope between $s_m$ and $s_1$ is taken to consist of terraces of facet m separated by steps. Across each step, going right, the terrace plane is displaced upward by $\delta$. With $N$ steps per unit of $x$, the mean slope is $s=s_m+N\delta$. Suppose that every step moves left at the same horizontal speed $c_1$, whatever the step spacing. At fixed $x$, $Nc_1$ steps pass per unit time and each raises the surface by $\delta$. Adding the rise of the terraces gives

$$H(s)=H_m+c_1(s-s_m),\qquad s_m\le s\le s_1.$$

In the same way, terraces of facet 2 with steps of speed $c_2$ give $H(s)=H_2+c_2(s-s_2)$ for $s_2\le s\le s_m$. The rise must match that of the facets at the ends of each range, hence

$$c_1=\frac{H_1-H_m}{s_1-s_m},\qquad c_2=\frac{H_m-H_2}{s_m-s_2}. \qquad (4)$$

Differentiating $\partial y/\partial t=H(s)$ with respect to $x$, with $s=\partial y/\partial x$, gives

$$\frac{\partial s}{\partial t}=\frac{\partial H(s)}{\partial x}=c\,\frac{\partial s}{\partial x},$$

where $c=c_1$ for slopes above $s_m$ and $c=c_2$ for slopes below it. The solution on each side has the form $s(x+ct)$: a slope profile moves left at the speed $c$ without changing shape. Equation (4) can give a negative $c$, which means motion to the right; for the (001) top of the example below, $c_1=-71.4$ nm/min. The same linear $H(s)$ then describes terraces of the neighbouring facet with steps of the opposite sense advancing to the right, and the comparisons of $c_1$ and $c_2$ below are between signed speeds.

Now start from a slightly rounded corner, whose slope falls continuously from $s_1$ on the left to $s_2$ on the right. It contains the slope $s_m$ at one point and has no facet m.

- If $c_1>c_2$, the part left of this point runs ahead of the part right of it. A gap of width $(c_1-c_2)t$ opens, filled by the slope $s_m$. This gap is a new facet.
- If $c_1=c_2$, the rounded corner moves rigidly.
- If $c_1<c_2$, the right part runs into the left part and a sharp edge forms. Let the slopes beside it be $s_L>s_m>s_R$. Continuity of height makes it move left at $(H_L-H_R)/(s_L-s_R)$. By the linear form of $H$, this is the average of $c_1$ and $c_2$ with weights $s_L-s_m$ and $s_m-s_R$. The edge is faster than the steps on its left and slower than those on its right, so it absorbs both groups until facets 1 and 2 meet directly.

A facet m already present has horizontal width $L\cos\theta_m$, which changes at the rate $c_1-c_2$. To express this by angles, use

$$s_1-s_m=\tan\theta_m-\tan\theta_1=\frac{\sin p}{\cos\theta_1\cos\theta_m},\qquad s_m-s_2=\frac{\sin q}{\cos\theta_m\cos\theta_2}.$$

Equation (4) becomes

$$c_1=\frac{v_1\cos\theta_m-v\cos\theta_1}{\sin p},\qquad c_2=\frac{v\cos\theta_2-v_2\cos\theta_m}{\sin q}.$$

Insert $\cos\theta_1=\cos\theta_m\cos p+\sin\theta_m\sin p$ and $\cos\theta_2=\cos\theta_m\cos q-\sin\theta_m\sin q$:

$$c_1=\cos\theta_m\frac{v_1-v\cos p}{\sin p}-v\sin\theta_m,\qquad c_2=-\cos\theta_m\frac{v_2-v\cos q}{\sin q}-v\sin\theta_m.$$

The terms with $\sin\theta_m$ depend on the choice of base line and cancel in the difference. Dividing $c_1-c_2$ by $\cos\theta_m$ gives equation (1) again, and with it the critical speed (2).

## What each derivation assumes

The first derivation needs flat facets with constant speeds and sharp edges between them. It says nothing about how growth happens, and it covers $p+q\ge\pi$. Its weakness is at zero length: a facet has to be supplied before its length can be followed.

The second derivation adds a growth law for the orientations between the facets, namely a step speed independent of spacing all the way to the neighbouring facet. In return it shows that a rounded corner creates the facet when $v<v_c$ and suppresses it when $v>v_c$. If steps slow down or speed up as they crowd, $H(s)$ is curved and the rounded regions change shape. Equation (1) still holds for flat facets meeting at sharp edges, but an edge need not stay sharp. If $H(s)$ is convex between two facet slopes, the edge between them spreads into a widening rounded region and the flat part no longer follows equation (1); if $H(s)$ is concave there, the edge stays sharp. The birth argument also has to be repeated with the new $H(s)$.

Both derivations assume that speeds do not depend on facet length. That is the assumption most exposed in a small structure.

## The silicon stripe

The stripe runs along [110], and its cross-section contains (001), {113} and {111} facets. The angle from (001) to {113} is $a=25.24^\circ$, from {113} to {111} it is $c=29.50^\circ$, and from (001) to {111} it is $b=54.74^\circ$. The chosen speeds are 100, 60 and 20 nm/min respectively. Growth starts from a flat (001) surface level with a thin mask, and the {111} facets may spread over the mask.

At first, {113} lies between (001) and {111}:

$$v_c=\frac{100\sin29.50^\circ+20\sin25.24^\circ}{\sin54.74^\circ}=70.75\ \text{nm/min}.$$

Its own speed is 10.75 nm/min lower, and equation (1) gives a lengthening of 41.80 nm/min.

The same rule applies to the (001) top, whose neighbours are two {113} facets. Its critical speed is $60/\cos25.24^\circ=66.33$ nm/min, well below its speed of 100 nm/min. Its width changes at

$$\frac{2(60-100\cos25.24^\circ)}{\sin25.24^\circ}=-142.8\ \text{nm/min},$$

so it closes after $1000/142.8=7.00$ min, at a height of 700 nm. Each {113} facet is then 293 nm long.

Each {113} now meets its mirror twin at the top. The angle between their normals is $2a=50.48^\circ$, and the critical speed becomes

$$v_c=\frac{60\sin29.50^\circ+20\sin50.48^\circ}{\sin79.98^\circ}=45.67\ \text{nm/min}.$$

The unchanged speed of 60 nm/min is now too high. The facet shrinks at 37.16 nm/min and lasts another $292.6/37.16=7.87$ min, which explains its disappearance at 14.9 min. A ridge bounded by {111} remains, 1222 nm high and 1729 nm wide at the mask. This shape assumes that no further facet forms at the foot. With the mask taken as a neighbour of zero speed, equation (2) lets a vertical {110} facet appear there if it is slower than 24.5 nm/min, and an overhanging {111} facet has a critical speed of exactly 20 nm/min, so any slowing of it near the mask would make it appear.

The value 45.67 nm/min holds for a twin fixed at 60 nm/min. If both twins are slowed together, the comparison is between the rise of a {113} peak, $v_{113}/\cos a$, and that of a {111} peak, $v_{111}/\cos b$. Survival after closure then requires $v_{113}\le20\cos a/\cos b=31.3$ nm/min.

The slope equation of the second derivation was also solved numerically, by one-sided differences on a 0.5 nm grid, for a sharp corner between (001) and {111}. Counting the grid cells whose slope was nearest to that of {113} gave a facet 209.5 nm long after 5 min; equation (1) gives 209.0 nm. With {113} raised to 80 nm/min and the other speeds held fixed, equation (1) gives $-35.99$ nm/min, so a 200 nm facet should last 5.56 min. The numerical facet measured 100.1 nm at half that time. At 1.3 times the lifetime 0.6 nm was left, which is one grid cell measured along the facet.

## Effects of small facet length

Atoms landing on slow {111} may move to {113} before they are built in. As an order estimate, let a strip of {111} 10 nm wide pass on all the growth it lacks compared with (001), 80 nm/min. The width is an assumed value and may be far too small: with a diffusion prefactor of $10^{-3}$ cm²/s at 850 °C, the distance an atom can diffuse while one {111} layer grows is about 10 nm for a hopping barrier of 2.0 eV and about 1 µm for 1.1 eV. Spread over a {113} facet of length $L$, this adds $10\times80/L$ nm/min, with $L$ in nm. At top closure the addition is 2.7 nm/min, a quarter of the 10.75 nm/min margin. It equals the margin at $L=74$ nm, and a shorter {113} facet would shrink. Growth from zero length is thus an idealisation that this transfer would prevent. In this one-way estimate a strip 39 nm wide would use up the margin even at closure. The estimate leaves out transfer from {113} to the (001) top, which raises $v_c$ and grows as the top narrows. If each {113} likewise passes on the 40 nm/min it lacks, then with 10 nm strips the shortest facet that survives until the top closes is about 70 nm long (69.1 nm for a starting top width of 761 nm, 70.6 nm for 1000 nm), only a little below the one-way value of 74 nm. With 40 nm strips, the facet on the constant-speed shape shrinks before about 4.7 min and lengthens afterwards; it survives only if it is already about 170 nm long when the transfer sets in.

For equal surface energies, the surface-energy shift of facet m itself acts the other way, since it slows m. If m moves outward by $dh$ while its neighbours' planes stay fixed, the neighbours gain lengths $dh/\sin p$ and $dh/\sin q$, and m loses $(\cot p+\cot q)\,dh$. For equal surface energies $\gamma$, the energy per unit stripe length rises by $\gamma[\tan(p/2)+\tan(q/2)]\,dh$, since $(1-\cos p)/\sin p=\tan(p/2)$. The added atoms number $L\,dh/\Omega$, where $\Omega$ is the volume per atom. Their chemical potential is therefore raised by

$$\Delta\mu=\frac{\Omega\gamma}{L}\left[\tan\frac p2+\tan\frac q2\right].$$

With a rough $\gamma=1.5$ J/m², $\Omega=0.0200$ nm³ and $L=293$ nm, this is $0.003\,k_BT$ at 850 °C. This shift hardly matters if the driving force for growth is much larger than that. The neighbours have shifts of their own, which slow them and lower $v_c$. For the top, the same formula with $p=q=a$ and its width in place of $L$ gives $0.06\,k_BT$ at a width of 14 nm and grows without bound at closure. If every speed is reduced in proportion to its own shift and the mask is taken as neutral, the net effect favours {113} up to 5 min and works against it from 6 min until the top closes. The sign depends on the assumption of equal energies: in general the energy rises by $[\gamma_1/\sin p+\gamma_2/\sin q-\gamma_m(\cot p+\cot q)]\,dh$, which for the angles here turns negative once $\gamma_{113}$ exceeds equal neighbour energies by 12.5 %.

The example is set in the rough regime of selective silicon growth from chlorine-containing gases, where {113} and {111} facets do occur. The speeds are round model values; real ratios depend on temperature, pressure and gas composition. If the activation energy of {113} growth differed by 0.3 eV from that of its neighbours, a 5 K error would shift its relative speed by about 0.8 nm/min, less than a tenth of the margin. The constant-speed assumption is the weaker one. The 2.7 nm/min found for a 10 nm strip applies only to a facet that has already reached 293 nm. In the same one-way estimate, before closure, a {113} facet shorter than $80/10.75=7.4$ strip widths shrinks, and without {113} the top would close against {111} only after 10.8 min, at a height of 1082 nm. For these speeds, and with transfer between facets negligible, a {113} shoulder is longest if growth stops when the top closes, at a height of 0.70 times the opening width. Whether transfer is negligible in a real stripe of this size is not shown here. This rests on the low {111} speed chosen: for $v_{111}>60\cos b/\cos a=38.3$ nm/min the shoulder would keep lengthening after closure.
